# Logarithmic divergence of the diagonal correction at a conical intersection: test program

```python
"""
Diagonal correction at a circular conical intersection.
Result under test: U(rho) = hbar^2/(8 M rho^2), and its expectation value has
a logarithmic divergence unless the nuclear density vanishes at the tip
(fast enough for the integral of density/rho to converge).
Symbols (Rydberg units: energy Ry, length bohr, hbar^2/(2 m_e) = 1):
  mu = M/m_e, k = slope of the cone, rho = distance from the tip,
  U = 1/(4 mu rho^2), ell = (mu k)^(-1/3), x = rho/ell,
  c = angular constant in -R'' - R'/x + c R/x^2 + x R = e R.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson, cumulative_trapezoid
from scipy.linalg import solveh_banded
from scipy.optimize import brentq
from scipy.special import airy, ai_zeros, expi

mu, k = 2000.0, 0.1
ell = (mu * k) ** (-1 / 3)
e_unit = k * ell
ry_mev = 1000 * const.physical_constants[
    "Rydberg constant times hc in eV"][0]


def correction(rho):
    return 1 / (4 * mu * rho**2)


# Unit conversion checked with SI constants.
bohr = const.physical_constants["Bohr radius"][0]
u_si = const.hbar**2 / (8 * mu * const.m_e * (ell * bohr) ** 2)
assert abs(u_si / const.e * 1000 / ry_mev / correction(ell) - 1) < 1e-7


# Electronic states: a cone, optionally coupled to a third state 1 Ry above.
def lower_state(x, y, coupling):
    v1, v2 = coupling * (0.3 * x + 0.1 * y), coupling * 0.2 * y
    h = np.array([[k * x, k * y, v1], [k * y, -k * x, v2], [v1, v2, 1.0]])
    return np.linalg.eigh(h)[1][:, 0]


def metric_trace(x, y, coupling):
    """Sum of squared projected derivatives of the lower state."""
    step = 1e-3 * np.hypot(x, y)
    n0 = lower_state(x, y, coupling)
    total = 0.0
    for dx, dy in ((step, 0), (0, step)):
        forward = lower_state(x + dx, y + dy, coupling)
        back = lower_state(x - dx, y - dy, coupling)
        forward = forward * np.sign(forward @ n0)
        back = back * np.sign(back @ n0)
        slope = (forward - back) / (2 * step)
        slope = slope - n0 * (n0 @ slope)
        total += slope @ slope
    return total


def worst_deviation(rho, coupling):
    angles = 0.2 + np.arange(24) * 2 * np.pi / 24
    return max(abs(metric_trace(rho * np.cos(f), rho * np.sin(f), coupling)
                   / mu / correction(rho) - 1) for f in angles)


dev_pure = worst_deviation(0.1, 0.0)
dev_far, dev_near = worst_deviation(0.01, 1.0), worst_deviation(0.001, 1.0)
assert dev_pure < 1e-5
assert dev_near < 1e-2 and 8.5 < dev_far / dev_near < 11.5


def loop_sign(x_center):
    angles = np.arange(200) * 2 * np.pi / 200
    states = [lower_state(x_center + 0.1 * np.cos(f), 0.1 * np.sin(f), 1.0)
              for f in angles]
    return np.sign(np.prod([states[i] @ states[(i + 1) % 200]
                            for i in range(200)]))


sign_around, sign_outside = loop_sign(0.0), loop_sign(0.3)
assert sign_around == -1 and sign_outside == 1

# A constant diabatic spinor: kinetic pieces times rho^2 must cancel.
phi = sp.symbols("phi", real=True)
frame = [sp.Matrix([sp.cos(phi / 2), sp.sin(phi / 2)]),
         sp.Matrix([-sp.sin(phi / 2), sp.cos(phi / 2)])]
amp = [n.dot(sp.Matrix([1, 0])) for n in frame]
own = sp.simplify(sum(sp.diff(a, phi) ** 2 for a in amp))
diagonal = sp.simplify(sum(a**2 * n.diff(phi).dot(n.diff(phi))
                           for a, n in zip(amp, frame)))
cross = sp.simplify(2 * sum(sp.diff(amp[i], phi) * amp[1 - i]
                            * frame[i].dot(frame[1 - i].diff(phi))
                            for i in range(2)))
assert sp.simplify(own + diagonal + cross) == 0

# Density 1/ln(1/rho): vanishes at the tip, finite kinetic energy,
# yet equal contributions arise each time the logarithm doubles.
def slow(rho):
    return np.log(1 / rho) ** -0.5


def slow_slope(rho):
    return (slow(rho * 1.0001) - slow(rho * 0.9999)) / (0.0002 * rho)


edges = [5, 10, 20, 40, 80]
slow_u = [quad(lambda t: slow(np.exp(-t)) ** 2, a, b)[0]
          for a, b in zip(edges, edges[1:])]
slow_kin = [quad(lambda t: (slow_slope(np.exp(-t)) * np.exp(-t)) ** 2,
                 a, b, epsabs=1e-9, epsrel=1e-6)[0]
            for a, b in zip(edges, edges[1:])]
assert np.allclose(slow_u, np.log(2), atol=1e-8)
assert all(abs(a / b - 4) < 0.01 for a, b in zip(slow_kin, slow_kin[1:]))

# Gaussian density whose centre lies away from the tip.
width, distance = 0.2, 0.6
delta = distance / width


def gaussian_formula(cut):
    return (correction(width) * np.exp(-delta**2)
            * (expi(delta**2) + 2 * np.log(width / (cut * delta))
               - 2 * np.euler_gamma))


def gaussian_quadrature(cut):
    log_rho = np.linspace(np.log(cut), np.log(12 * width), 6001)
    rho = np.exp(log_rho)[:, None]
    ang = np.arange(128) * 2 * np.pi / 128
    r2 = rho**2 + distance**2 - 2 * rho * distance * np.cos(ang)
    mean = np.mean(np.exp(-r2 / width**2), axis=1) / (np.pi * width**2)
    return simpson(2 * np.pi * mean * correction(rho[:, 0])
                   * rho[:, 0] ** 2, x=log_rho)


cuts = [1e-3, 1e-6]
gauss_values = [gaussian_quadrature(c) for c in cuts]
for cut, value in zip(cuts, gauss_values):
    assert abs(value / gaussian_formula(cut) - 1) < 1e-6
log10_match = -np.exp(delta**2) / (2 * delta**2) / np.log(10)

# Lowest radial state of the upper sheet on a logarithmic grid.
grid_step = 0.001
t_grid = np.arange(-16, 2.5, grid_step)
x_grid = np.exp(t_grid)


def cone_state(c):
    band = np.zeros((2, len(t_grid)))
    band[0, 1:] = -1 / grid_step**2
    band[1] = 2 / grid_step**2 + c + x_grid**3
    band[1, 0] -= 1 / grid_step**2
    weight = x_grid**2
    vec = np.exp(-x_grid)
    for _ in range(70):
        vec = vec / np.sqrt(np.sum(weight * vec**2))
        new = solveh_banded(band, weight * vec)
        energy = 1 / np.sum(weight * vec * new)
        vec = new
    vec = vec / np.sqrt(np.sum(weight * vec**2) * grid_step)
    return energy, vec


def tip_exponent(vec):
    i = np.searchsorted(t_grid, -6.0)
    return np.log(vec[i + 1] / vec[i - 1]) / (2 * grid_step)


e_zero, r_zero = cone_state(0.0)
e_quarter, r_quarter = cone_state(0.25)
e_half, r_half = cone_state(0.5)
exp_quarter, exp_half = tip_exponent(r_quarter), tip_exponent(r_half)
airy_root = ai_zeros(1)[0][0]
assert abs(e_quarter + airy_root) < 5e-5
assert abs(exp_quarter - 0.5) < 1e-3
assert abs(exp_half - np.sqrt(0.5)) < 1e-3


# Independent power series for c = 0, normalized to one at the tip.
def series(x, energy):
    a = np.zeros(160)
    a[0] = 1
    for n in range(2, 160):
        a[n] = ((a[n - 3] if n > 2 else 0) - energy * a[n - 2]) / n**2
    return np.polynomial.polynomial.polyval(x, a)


e_series = brentq(lambda e: series(7.0, e), 1.2, 2.3, xtol=1e-13)
norm = quad(lambda x: series(x, e_series) ** 2 * x, 0, 6)[0]
tip_weight = 1 / norm
assert abs(e_zero - e_series) < 5e-5

# Cutoff expectation of U in the c = 0 state.
running = cumulative_trapezoid(r_zero**2, t_grid, initial=0)
x_cuts = np.array([1e-1, 1e-2, 1e-3, 1e-4, 1e-5])
cut_values = e_unit / 4 * (running[-1]
                           - np.interp(np.log(x_cuts), t_grid, running))
per_decade = e_unit / 4 * tip_weight * np.log(10)
assert np.allclose(np.diff(cut_values)[1:], per_decade, rtol=1e-3)

# Finite first-order value when the sign change is kept.
top = quad(lambda x: (airy(x + airy_root)[0] / x) ** 2, 0, 14)[0]
bottom = quad(lambda x: airy(x + airy_root)[0] ** 2, 0, 14)[0]
inverse_square = top / bottom
dc = 0.01
slope_c = (cone_state(0.25 + dc)[0] - cone_state(0.25 - dc)[0]) / (2 * dc)
assert abs(slope_c / inverse_square - 1) < 2e-3
first_order = e_unit * inverse_square / 4
actual_shift = e_unit * (e_half - e_quarter)
assert 0 < actual_shift < first_order
shift_no_sign = e_unit * (e_quarter - e_zero)

rho_gap = brentq(lambda r: correction(r) - 2 * k * r, 1e-3, 10)
assert abs(rho_gap / ell - 0.5) < 1e-9

print(f"mass ratio mu = {mu:.0f}")
print(f"cone slope k = {k:.3f} Ry/bohr")
print(f"length ell = {ell:.5f} bohr")
print(f"energy unit k*ell = {e_unit:.6f} Ry")
for r in (0.01, 0.1, 1.0):
    print(f"rho = {r:.2f} bohr: U = {correction(r):.6f} Ry,"
          f" gap = {2 * k * r:.4f} Ry")
print(f"radius where U equals gap = {rho_gap:.5f} bohr")
print(f"linear cone, rho=0.1 bohr: max rel. deviation = {dev_pure:.1e}")
print(f"three states, rho=0.01 bohr: max rel. deviation = {dev_far:.3e}")
print(f"three states, rho=0.001 bohr: max rel. deviation = {dev_near:.3e}")
print(f"sign after loop around tip = {sign_around:.0f}")
print(f"sign after loop outside tip = {sign_outside:.0f}")
print(f"spinor pieces times rho^2: amplitudes {own},"
      f" diagonal {diagonal}, coupling {cross}")
print(f"slow zero: U integral per log doubling = {slow_u[-1]:.5f}")
print(f"slow zero: kinetic ratio per doubling = "
      f"{slow_kin[-2] / slow_kin[-1]:.4f}")
print(f"scaled energy e, c=0: {e_zero:.5f}")
print(f"scaled energy e, c=1/4: {e_quarter:.5f}")
print(f"minus first Airy zero: {-airy_root:.5f}")
print(f"scaled energy e, c=1/2: {e_half:.5f}")
print(f"tip exponent, c=1/4: {exp_quarter:.4f}")
print(f"tip exponent, c=1/2: {exp_half:.4f}")
print(f"c=0: R(0)^2 / integral(R^2 x dx) = {tip_weight:.5f}")
for xc, value in zip(x_cuts, cut_values):
    print(f"c=0, cutoff {xc * ell:.3e} bohr: <U> = {value:.6f} Ry")
print(f"c=0, growth of <U> per decade = {per_decade:.6f} Ry")
print(f"same growth = {per_decade * ry_mev:.2f} meV")
print(f"energy rise c=0 to 1/4 = {shift_no_sign:.6f} Ry")
print(f"Airy state <1/x^2> = {inverse_square:.5f}")
print(f"sign change kept: first-order <U> = {first_order:.6f} Ry")
print(f"sign change kept: actual shift = {actual_shift:.6f} Ry")
print(f"same actual shift = {actual_shift * ry_mev:.2f} meV")
print(f"Gaussian width a = {width:.2f} bohr, distance d = "
      f"{distance:.2f} bohr")
for cut, value in zip(cuts, gauss_values):
    print(f"Gaussian, cutoff {cut:.0e} bohr: <U> = {value:.7e} Ry")
print(f"Gaussian: U at its centre = {correction(distance):.7e} Ry")
print(f"Gaussian: log10(cutoff/a) for equal log term = {log10_match:.1f}")
print("all assertions hold")
```

Printed output:

```
mass ratio mu = 2000
cone slope k = 0.100 Ry/bohr
length ell = 0.17100 bohr
energy unit k*ell = 0.017100 Ry
rho = 0.01 bohr: U = 1.250000 Ry, gap = 0.0020 Ry
rho = 0.10 bohr: U = 0.012500 Ry, gap = 0.0200 Ry
rho = 1.00 bohr: U = 0.000125 Ry, gap = 0.2000 Ry
radius where U equals gap = 0.08550 bohr
linear cone, rho=0.1 bohr: max rel. deviation = 7.3e-07
three states, rho=0.01 bohr: max rel. deviation = 3.943e-03
three states, rho=0.001 bohr: max rel. deviation = 3.926e-04
sign after loop around tip = -1
sign after loop outside tip = 1
spinor pieces times rho^2: amplitudes 1/4, diagonal 1/4, coupling -1/2
slow zero: U integral per log doubling = 0.69315
slow zero: kinetic ratio per doubling = 4.0000
scaled energy e, c=0: 1.73722
scaled energy e, c=1/4: 2.33811
minus first Airy zero: 2.33811
scaled energy e, c=1/2: 2.56581
tip exponent, c=1/4: 0.4999
tip exponent, c=1/2: 0.7071
c=0: R(0)^2 / integral(R^2 x dx) = 1.29369
c=0, cutoff 1.710e-02 bohr: <U> = 0.012116 Ry
c=0, cutoff 1.710e-03 bohr: <U> = 0.024827 Ry
c=0, cutoff 1.710e-04 bohr: <U> = 0.037561 Ry
c=0, cutoff 1.710e-05 bohr: <U> = 0.050296 Ry
c=0, cutoff 1.710e-06 bohr: <U> = 0.063030 Ry
c=0, growth of <U> per decade = 0.012734 Ry
same growth = 173.26 meV
energy rise c=0 to 1/4 = 0.010275 Ry
Airy state <1/x^2> = 1.12481
sign change kept: first-order <U> = 0.004809 Ry
sign change kept: actual shift = 0.003894 Ry
same actual shift = 52.98 meV
Gaussian width a = 0.20 bohr, distance d = 0.60 bohr
Gaussian, cutoff 1e-03 bohr: <U> = 4.0305760e-04 Ry
Gaussian, cutoff 1e-06 bohr: <U> = 4.0838571e-04 Ry
Gaussian: U at its centre = 3.4722222e-04 Ry
Gaussian: log10(cutoff/a) for equal log term = -195.5
all assertions hold
```
